# Tilted anisotropic coatings: heat flow in wide films and narrow columns

## Question

I have a coating whose microstructure makes it conduct heat anisotropically. The principal conductivities are 2 and 0.5 W/(m K), and the principal axes are tilted by 45° from the surface normal. I want one number for conduction through the thickness.

If I rotate the conductivity tensor and take its normal component, I get 1.25 W/(m K). If I rotate the resistivity tensor, take its normal component and invert, I get 0.8 W/(m K). I was told that the first belongs to a wide coating with isothermal faces, and the second to narrow columns with insulated sides.

I don't see why the sides should matter when I only ask about heat going straight through. Neither simple solution seems to satisfy all the boundary conditions either. How do I show that both numbers are right, and how narrow is "narrow"? Would real columns in a thermal barrier coating reach 0.8?

## Answer

Both numbers are limits of one boundary-value problem. The normal temperature gradient drives a lateral heat flux as well as a normal one. A wide film lets that lateral flux run. Insulated sides stop it by building up a lateral temperature gradient, and this gradient reduces the normal flux.

### The problem and the tensor

Let the coating occupy \(0<x<W\), \(0<z<H\), with \(z\) along the normal. The third principal axis lies along \(y\), so nothing depends on \(y\). Fourier's law is \(\mathbf q=-K\nabla T\), with \(K\) uniform, symmetric and positive. The faces are held at \(T=0\) (\(z=0\)) and \(T=\Delta T\) (\(z=H\)), and \(q_x=0\) on the sides. The effective conductivity \(k\) is the magnitude of the mean normal flux times \(H/\Delta T\). No fundamental constant enters, so the algebra holds in any consistent units, atomic units included.

If the axis with conductivity \(k_1\) makes an angle \(\theta\) with \(z\), its unit vector is \((\sin\theta,\cos\theta)\) in \((x,z)\) order, and the other is \((\cos\theta,-\sin\theta)\). Summing \(k_i\) times the outer product of each vector with itself gives

\[
K_{zz}=k_1\cos^2\theta+k_2\sin^2\theta,\qquad K_{xx}=k_1\sin^2\theta+k_2\cos^2\theta,
\]
\[
K_{xz}=(k_1-k_2)\sin\theta\cos\theta .
\]

At 45°, \(K_{xx}=K_{zz}=(2+0.5)/2=1.25\) and \(K_{xz}=(2-0.5)/2=0.75\) W/(m K). The determinant is \(D=K_{xx}K_{zz}-K_{xz}^2=k_1k_2=1\) (W/(m K))².

### The two interior solutions

**Wide film.** Far from the sides, the isothermal faces impose \(\partial_xT=0\) and \(\partial_zT=\Delta T/H\). Then

\[
q_z=-K_{zz}\frac{\Delta T}{H},\qquad q_x=-K_{xz}\frac{\Delta T}{H},
\]

so \(k=K_{zz}=1.25\) W/(m K). The lateral flux is \(0.75/1.25=0.6\) of the normal flux.

**Narrow column.** Far from the faces, the insulated sides impose \(q_x=0\):

\[
K_{xx}\partial_xT+K_{xz}\partial_zT=0\quad\Rightarrow\quad \partial_xT=-\frac{K_{xz}}{K_{xx}}\,\partial_zT .
\]

Inserting this in \(q_z=-(K_{xz}\partial_xT+K_{zz}\partial_zT)\) gives

\[
k=K_{zz}-\frac{K_{xz}^2}{K_{xx}}=\frac{D}{K_{xx}}=\frac{1}{(K^{-1})_{zz}}=0.8\ \text{W/(m K)} .
\]

Your objection is correct: the first field violates the side condition and the second violates the face condition. We must show that the resulting edge regions lose their weight in the limits. Two inequalities do this.

### An upper and a lower bound

Rescale the temperature to \(u=TH/\Delta T\), so that \(u=0\) and \(u=H\) on the faces. Then \(k\) is the mean of \((K\nabla u)_z\) over a face. Since \(\nabla\cdot K\nabla u=0\), we have \(\nabla u\cdot K\nabla u=\nabla\cdot(uK\nabla u)\). Integrated over the area, only the upper face contributes, with \(H\cdot Wk\). Hence

\[
k=\frac1{WH}\int\nabla u\cdot K\nabla u\,dA .
\]

*Upper bound.* Let \(v\) have the same face values as \(u\), and let \(w=v-u\). Then

\[
\int\nabla v\cdot K\nabla v=\int\nabla u\cdot K\nabla u+2\int\nabla w\cdot K\nabla u+\int\nabla w\cdot K\nabla w .
\]

The middle integral equals \(\oint w\,\mathbf n\cdot K\nabla u\,ds\). It vanishes because \(w=0\) on the faces and \(\mathbf n\cdot K\nabla u=0\) on the sides. The last term is not negative, so

\[
k\le\frac1{WH}\int\nabla v\cdot K\nabla v\,dA .
\]

*Lower bound.* Let \(\mathbf p\) be divergence-free, with \(p_x=0\) on the sides and a mean \(p_z\) of 1 over each face. Then \(\int\mathbf p\cdot\nabla u\,dA=\oint u\,\mathbf p\cdot\mathbf n\,ds=HW\). Writing \(\mathbf p\cdot\nabla u=(K^{-1/2}\mathbf p)\cdot(K^{1/2}\nabla u)\), the Cauchy–Schwarz inequality gives

\[
(HW)^2\le\int\mathbf p\cdot K^{-1}\mathbf p\,dA\;\cdot\;WHk,
\qquad\text{so}\qquad
\frac1k\le\frac1{WH}\int\mathbf p\cdot K^{-1}\mathbf p\,dA .
\]

The choices \(v=z\) and \(\mathbf p=(0,1)\) already give \(D/K_{xx}\le k\le K_{zz}\) for every width. Your two numbers enclose all rectangles.

### Proof of the narrow limit

Take the column solution in the interior and switch off its lateral gradient at the faces:

\[
v=z+s\left(x-\tfrac W2\right)\chi(z),\qquad s=-\frac{K_{xz}}{K_{xx}},\qquad \chi(0)=\chi(H)=0 .
\]

Here \(\partial_xv=s\chi\) and \(\partial_zv=1+s(x-W/2)\chi'\). Across the width, \(x-W/2\) has mean zero and mean square \(W^2/12\), so the average of \(\nabla v\cdot K\nabla v\) over \(x\) is

\[
K_{zz}+2K_{xz}s\chi+K_{xx}s^2\chi^2+K_{zz}s^2\frac{W^2}{12}\chi'^2 .
\]

Insert \(s\) and put \(f=1-\chi\). The second and third terms become \(-(K_{xz}^2/K_{xx})(2\chi-\chi^2)\), and \(2\chi-\chi^2=1-f^2\). The average is therefore

\[
\frac{D}{K_{xx}}+\frac{K_{xz}^2}{K_{xx}}\left(f^2+m^2f'^2\right),\qquad m=W\sqrt{\frac{K_{zz}}{12K_{xx}}} .
\]

The integral of \(f^2+m^2f'^2\) with \(f=1\) at both ends is smallest when \(m^2f''=f\), that is, \(f=\cosh[(z-H/2)/m]/\cosh[H/2m]\). For this \(f\) the integrand is \(m^2(ff')'\), and its integral is \(2m^2f'(H)=2m\tanh(H/2m)\). Thus

\[
k\le\frac{D}{K_{xx}}+\frac{K_{xz}^2}{K_{xx}}\,\frac{2m}{H}\tanh\frac{H}{2m} .
\]

As \(W/H\to0\), \(m/H\to0\) and the right side tends to \(D/K_{xx}\). Since \(k\) cannot lie below \(D/K_{xx}\), the limit is proved.

### Proof of the wide limit

Now take the wide-film flux and switch off its lateral part at the sides:

\[
p_x=t\chi(x),\quad p_z=1-t\chi'(x)\left(z-\tfrac H2\right),\quad t=\frac{K_{xz}}{K_{zz}},\quad\chi(0)=\chi(W)=0 .
\]

The divergence is \(t\chi'-t\chi'=0\), and the mean of \(p_z\) over a face is 1 because \(\int_0^W\chi'dx=0\). The inverse tensor has components \(K_{zz}/D\), \(-K_{xz}/D\) and \(K_{xx}/D\) for \(xx\), \(xz\) and \(zz\). Averaging over \(z\) gives

\[
\frac1D\left[K_{xx}-\frac{K_{xz}^2}{K_{zz}}(2\chi-\chi^2)+K_{xx}t^2\frac{H^2}{12}\chi'^2\right]
=\frac1{K_{zz}}+\frac{K_{xz}^2}{K_{zz}D}\left(f^2+\ell^2f'^2\right),
\]

with \(f=1-\chi\) and \(\ell=H\sqrt{K_{xx}/(12K_{zz})}\). The same minimization, now over \(x\), yields

\[
\frac1k\le\frac1{K_{zz}}+\frac{K_{xz}^2}{K_{zz}D}\,\frac{2\ell}{W}\tanh\frac{W}{2\ell} .
\]

As \(W/H\to\infty\), the last term vanishes. With \(k\le K_{zz}\), this proves the wide limit.

### How narrow, and how wide?

I solved the full problem at 45° with bilinear finite elements on a mesh refined towards the edges. The bounds are the two \(\tanh\) formulas; conductivities are in W/(m K).

| \(W/H\) | lower bound | \(k\) | upper bound |
|---|---|---|---|
| 1/15 | 0.801 | 0.812 | 0.817 |
| 1/5 | 0.811 | 0.836 | 0.852 |
| 1 | 0.958 | 1.000 | 1.044 |
| 5 | 1.174 | 1.196 | 1.233 |
| 15 | 1.224 | 1.232 | 1.248 |

A column fifteen times taller than wide is within 2% of 0.8, and a film fifteen times wider than thick is within 2% of 1.25.

The value 1 for the square has a reason. Because \(K\nabla u\) is divergence-free, it can be written as \((\partial_z\psi,-\partial_x\psi)\). Multiplying by \(K^{-1}\) gives

\[
\partial_xu=\frac{(K\nabla\psi)_z}{D},\qquad \partial_zu=-\frac{(K\nabla\psi)_x}{D} .
\]

Equality of the mixed derivatives of \(u\) requires \(\nabla\cdot K\nabla\psi=0\). On the insulated sides \(\partial_z\psi=0\), so \(\psi\) is constant there. On the isothermal faces \(\partial_xu=0\), so \((K\nabla\psi)_z=0\). Thus \(\psi\) solves the lateral problem, in which the sides are isothermal and the faces insulated. Its difference between the sides is \(Wk\), so its mean lateral gradient has magnitude \(k\). Its mean lateral flux has magnitude \(D\), because the mean of \(\partial_zu\) is 1. Therefore

\[
k_{\text{lateral}}\,k=D .
\]

At 45°, exchanging \(x\) and \(z\) leaves \(K\) unchanged, so \(k(W/H)\,k(H/W)=D\). A square has \(k=\sqrt D=1\) W/(m K), and the two limits satisfy \(1.25\times0.8=1\). At other tilts the first relation survives but the exchange symmetry does not. For \(\theta=30^\circ\) and \(W/H=1.7\), separate finite-element solutions give 1.503 vertically and 0.665 W/(m K) laterally, with product 1.00.

The word "isothermal" matters too. Suppose a uniform normal flux were imposed on both faces, with the sides still insulated. The linear column field would then satisfy every condition, and \(k\), defined with mean face temperatures, would be 0.8 at any width. The face temperature would vary along \(x\) by an amount proportional to \(W\).

### Numbers for a barrier coating

Take a coating 150 µm thick between 1400 and 1250 K, so the mean gradient is 150 K/150 µm = 1 K/µm. The two limits give

\[
q_{\text{wide}}=1.25\ \text{MW/m}^2,\qquad q_{\text{column}}=0.80\ \text{MW/m}^2 .
\]

The wide film also carries 0.75 MW/m² sideways. In an insulated column 10 µm wide, the temperature instead changes by \(0.6\times1\times10=6\) K from side to side. For an unbroken coating on a part 20 mm wide, the lower bound is 1.247 W/(m K), so 1.25 is safe within this model. In electronic units the two limits are \(7.80\times10^8\) and \(4.99\times10^8\) eV/(s Å K).

### Do real gaps insulate?

Consider a long periodic row of identical columns separated by thin gaps of conductance \(h\) per unit area. Away from the faces, let the gradients inside a column be \(g_x\) and \(g_z\). The flux \(q_x\) leaving the right side of a column crosses the gap to the left side of the next, which by periodicity has the temperature of this column's own left side. Hence \(q_x=hWg_x\). Fourier's law gives \(q_x=-(K_{xx}g_x+K_{xz}g_z)\), so

\[
g_x=-\frac{K_{xz}}{K_{xx}+hW}\,g_z,\qquad
k=K_{zz}-\frac{K_{xz}^2}{K_{xx}+hW} .
\]

This runs from 0.8 at \(h=0\) to 1.25 as \(h\to\infty\). Insulation therefore means \(hW\ll K_{xx}\), a condition separate from \(W\ll H\).

Take gaps of \(g=1\) µm filled with gas of conductivity \(k_g=0.08\) W/(m K) at 2 MPa, both rough values. At the mean temperature of 1325 K, a molecular diameter of 0.37 nm gives a mean free path \(\Lambda=k_BT/(\sqrt2\pi d^2p)=15\) nm. With a rough temperature-jump coefficient of 1.7,

\[
h_{\text{gas}}=\frac{k_g}{g+2(1.7)\Lambda}=7.6\times10^4\ \text{W/(m}^2\text{K)} .
\]

Radiation across the gap, estimated as \(4n^2\sigma T^3\) with refractive index \(n=2.2\), adds \(2.6\times10^3\) W/(m² K). The factor \(n^2\) is the limit of evanescent transfer between lossless dielectrics as the gap vanishes; across 1 µm at this temperature two such half-spaces exchange only about \(5\times10^2\) W/(m² K), close to the black-body value. The formula also treats the columns as opaque, whereas with the extinction coefficient used below a 10 µm column is largely transparent, so this is an upper estimate. For \(W=10\) µm the total gives \(hW=0.79\) W/(m K), and

\[
k=1.25-\frac{0.5625}{1.25+0.79}\approx0.97\ \text{W/(m K)} .
\]

The gas thus removes more than a third of the reduction from 1.25 to 0.8. With evacuated gaps the same formula gives 0.81, or 0.80 with the smaller radiative value. These values hold away from the faces; for columns 15 times taller than wide, the regions near the faces raise the overall \(k\) by about 0.006 W/(m K) with gas-filled gaps and 0.011 W/(m K) with evacuated ones. With the gas-filled gaps, \(hW\) equals \(K_{xx}\) for columns about 16 µm wide, so 10 µm columns are narrow compared with the thickness but not well insulated. The result depends strongly on the gap: for the same columns the formulas give 1.12 W/(m K) with 0.2 µm gaps and 0.91 with 2 µm gaps at 2 MPa, and 0.91 with 1 µm gaps at 0.1 MPa.

### Comparison with the real case

The example is modelled on porous zirconia thermal barrier coatings, which have conductivities of roughly 1 to 2 W/(m K), thicknesses of order 100 µm and, in vapour-deposited coatings, a columnar structure. The anisotropy is ascribed here to inclined flat pores, which must be much finer than a column for a uniform \(K\) to make sense. The fourfold ratio, with its low principal value of 0.5 W/(m K), and the 45° tilt are chosen to make the effect plain, not as typical values. The assumption most clearly broken is perfect lateral insulation, which moves 0.80 to about 0.97 for the gaps above. Solid bridges between columns would raise \(h\) and push the result further towards 1.25, provided the pores lean the same way everywhere. In vapour-deposited columns they can lean in opposite directions. If the two directions have equal shares and alternate along \(x\) only, over widths much smaller than \(H\), the lateral driving terms \(K_{xz}\partial_zT\) cancel along the row. No net lateral flux then runs, and \(k\) stays near 0.8 whatever the value of \(h\). If the lean also alternates along \(y\), the problem is no longer two-dimensional: heat can circulate between neighbouring columns of opposite lean, and good thermal contact between them raises \(k\) above 0.8.

Other effects, for the same numbers:

- **Gap area.** The values above refer to the column's own cross-section. Averaged over column and gap, insulated columns give \(10(0.8)/11=0.73\), and gas-filled gaps give \([10(0.974)+0.08]/11=0.89\) W/(m K).
- **Radiation inside the ceramic.** With a rough extinction coefficient \(\beta=3\times10^4\) m⁻¹, the diffusion estimate \(16n^2\sigma T^3/(3\beta)\) is 0.11 W/(m K). Added to both \(K_{xx}\) and \(K_{zz}\), it would raise the insulated-column value from 0.80 to 0.95, because a larger \(K_{xx}\) also weakens the lateral reduction. This is only a rough guide: the optical thickness of the coating is 4.5, and the photon mean free path \(1/\beta=33\) µm exceeds the column width, so the diffusion estimate is not reliable across a column.
- **Temperature dependence.** If every component of \(K\) carries the same factor \(\phi(T)\), using \(\int\phi\,dT\) in place of \(T\) restores the constant-\(K\) problem. Both fluxes are multiplied by the mean of \(\phi\), and their ratio is unchanged. For \(\phi\propto1/T\), \(K\) is 6% above its mid-temperature value at the cold face and 5% below it at the hot face, but the mean changes by only 0.1%.
- **Phonon mean free path.** The estimate \(3k_1/(Cv)\), with rough values \(C=3\times10^6\) J/(m³ K) and \(v=4000\) m/s, is 0.5 nm. This is far below the 10 µm column width, which supports Fourier's law for conduction by lattice vibrations. It does not cover the radiative part above.

These rules assume one tilt direction throughout the coating. For an unbroken film much wider than it is thick, between isothermal faces, use \(K_{zz}\). For columns, first compare \(hW\) with \(K_{xx}\); in this example, 0.8 W/(m K) applies to the column's own cross-section when that ratio and \(W/H\) are both small. For the coating as a whole, average over the gap area as well.

Numerical values quoted here were computed with a short program.
